# Space-charge-limited current with exponentially distributed traps

## Definitions and conventions

An insulating film occupies $0<x<L$. Electrons enter at the cathode, $x=0$, and leave at the anode, $x=L$. The electrostatic potential $\phi$ rises toward the anode, and $F=d\phi/dx$ is the magnitude of the field where the force on an electron points toward the anode. $J$ is the magnitude of the current density, $V$ the applied voltage, $q>0$ the elementary charge, $\mu$ the mobility and $\varepsilon$ the permittivity.

The free-electron density is $n$ and the trapped density $n_t$. Energies of traps are given as depths $E>0$ below the transport edge, and $E_F$ is the depth of the local quasi-Fermi level. Traps are neutral when empty, so each trapped electron adds a charge $-q$. Their density per unit energy is

$$h(E)=\frac{N_t}{kT_t}e^{-E/kT_t},\qquad l=\frac{T_t}{T}.$$

The integral of $h$ over all depths is $N_t$. The characteristic temperature $T_t$ describes the width of the distribution; it is not the temperature of the film.

Poisson's equation is $\phi''=-\rho/\varepsilon$ with $\rho=-q(n+n_t)$. The two minus signs cancel:

$$F'=\frac{q}{\varepsilon}(n+n_t).$$

The state is steady. Until diffusion is restored below, $J=q\mu nF$, with constant $\mu$. The cathode is ohmic: it supplies whatever current the film can carry, which is idealized as $F(0)=0$. Electrons present before injection are neglected.

## The simple case: a fixed free fraction

Suppose that a constant fraction $\theta=n/(n+n_t)$ of the injected electrons is free; $\theta=1$ means no traps. Then $n+n_t=J/(q\mu\theta F)$, and Poisson's equation becomes

$$FF'=\frac{J}{\varepsilon\mu\theta}.$$

The left side is $(F^2/2)'$. With $F(0)=0$,

$$F=\left(\frac{2Jx}{\varepsilon\mu\theta}\right)^{1/2},\qquad
V=\int_0^LF\,dx=\frac23\left(\frac{2J}{\varepsilon\mu\theta}\right)^{1/2}L^{3/2}.$$

Squaring gives $V^2=8JL^3/(9\varepsilon\mu\theta)$, hence

$$J=\frac98\,\varepsilon\mu\theta\frac{V^2}{L^3}.$$

Traps that hold a constant fraction of the charge reduce the current but leave its exponents alone. At constant mobility, a steeper law needs a free fraction that grows with injection.

## How an exponential distribution fills

For $n\ll N_c$, where $N_c$ is the effective density of transport states, $n=N_ce^{-E_F/kT}$. A trap at depth $E$ in local equilibrium is filled with probability $[1+e^{(E_F-E)/kT}]^{-1}$: traps deeper than $E_F$ are mostly full. Therefore

$$n_t=\int_0^\infty\frac{N_t}{kT_t}\,\frac{e^{-E/kT_t}}{1+e^{(E_F-E)/kT}}\,dE.$$

Set $u=e^{(E_F-E)/kT}$. Then $E=E_F-kT\ln u$, $dE=-kT\,du/u$, and $e^{-E/kT_t}=e^{-E_F/kT_t}u^{1/l}$. The limits $E=0$ and $E=\infty$ become $u=N_c/n$ and $u=0$; reversing them absorbs the minus sign. Since $e^{-E_F/kT_t}=(n/N_c)^{1/l}$,

$$n_t=\frac{N_t}{l}\left(\frac n{N_c}\right)^{1/l}\int_0^{N_c/n}\frac{u^{1/l-1}}{1+u}\,du.$$

At large $u$ the integrand behaves as $u^{1/l-2}$. If $l>1$, the integral converges, and its upper limit may be sent to infinity provided $(n/N_c)^{1-1/l}\ll1$. Just above $l=1$ this demands an extremely small $n/N_c$. To evaluate it, put $a=1/l$ and $u=e^t$:

$$I=\int_{-\infty}^{\infty}\frac{e^{at}}{1+e^t}\,dt,\qquad 0<a<1.$$

Take the same integrand around the rectangle between the real axis and the line $\operatorname{Im}t=2\pi$. The distant vertical sides vanish because $0<a<1$. The upper side contributes $-e^{2\pi ia}I$, and the enclosed pole at $t=i\pi$ has residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. So

$$I(1-e^{2\pi ia})=-2\pi i\,e^{i\pi a},\qquad I=\frac{\pi}{\sin\pi a}.$$

The occupation law is

$$n_t=SN_t\left(\frac n{N_c}\right)^{1/l},\qquad S=\frac{\pi/l}{\sin(\pi/l)}\qquad(l>1).$$

Multiplying $n$ by $2^l$ merely doubles $n_t$. As injection rises, the quasi-Fermi level moves into shallower states and the free fraction grows.

**Limit of a sharp Fermi step.** For $l\to\infty$, $S\to1$. This is the result of filling every trap below $E_F$ and none above it. At finite $l$, thermal rounding increases the trapped charge.

**Why $l$ must exceed one.** For $l<1$ the integral is governed by its upper end, the shallow traps. With $N_c/n\gg1$,

$$\int_0^{N_c/n}\frac{u^{1/l-1}}{1+u}du\simeq\frac{(N_c/n)^{1/l-1}}{1/l-1},\qquad
n_t\simeq\frac{N_t}{1-l}\,\frac{n}{N_c}.$$

Now $n_t$ is proportional to $n$. This is the simple case again, with $\theta=[1+N_t/((1-l)N_c)]^{-1}$ and a square law. At $l=1$ the integral is $\ln(1+N_c/n)$, so the border carries a logarithm, not a pure power.

Direct quadrature of the Fermi integral at $n/N_c=10^{-12}$ agreed with the formula for $l>1$ within 0.1% at $l=1.5$, 2 and 5. For $l=0.5$, a numerical current calculation between 1 and 2 V gave a voltage exponent of 2.000.

## The current for $l>1$

Let $n\ll n_t\ll N_t$ over most of the film. The first inequality removes free charge from Poisson's equation; the second keeps the distribution far from full. Substituting $n=J/(q\mu F)$ into the occupation law gives

$$F'=\frac{qSN_t}{\varepsilon}\left(\frac{J}{q\mu N_cF}\right)^{1/l}.$$

Multiply by $F^{1/l}$:

$$F^{1/l}F'=A,\qquad A=\frac{qSN_t}{\varepsilon}\left(\frac{J}{q\mu N_c}\right)^{1/l}.$$

The left side is the derivative of $\frac{l}{l+1}F^{(l+1)/l}$. Since $F(0)=0$,

$$F(x)=\left[\frac{l+1}{l}Ax\right]^{l/(l+1)}.$$

For the voltage we need $\int_0^Lx^{l/(l+1)}dx=\frac{l+1}{2l+1}L^{(2l+1)/(l+1)}$:

$$V=\frac{l+1}{2l+1}\left[\frac{l+1}{l}A\right]^{l/(l+1)}L^{(2l+1)/(l+1)}.$$

Raise both sides to the power $l+1$ and isolate $A^l$:

$$A^l=\left(\frac{l}{l+1}\right)^l\left(\frac{2l+1}{l+1}\right)^{l+1}\frac{V^{l+1}}{L^{2l+1}}.$$

But $A^l=(qSN_t/\varepsilon)^lJ/(q\mu N_c)$, so

$$\boxed{J=q\mu N_c\left[\frac{\varepsilon l}{qSN_t(l+1)}\right]^l\left[\frac{2l+1}{l+1}\right]^{l+1}\frac{V^{l+1}}{L^{2l+1}}}$$

The exponents have a direct reading. The film stores a trapped density of order $\varepsilon V/(qL^2)$. The free density is proportional to its $l$th power, and the drift velocity to $V/L$. Their product is $V^{l+1}/L^{2l+1}$.

**Limit $l\to1^+$.** The exponents become those of the square law, and the numerical factors apart from $S$ give $\frac12(\frac32)^2=\frac98$. However, $S$ diverges, so the prefactor cannot be used there; the finite integral with its logarithm must replace it.

**The field profile.** Dividing $F(L)$ by $V/L$ gives

$$F(L)=\frac{2l+1}{l+1}\frac VL.$$

For large $l$ the anode field approaches twice the mean, because the trapped charge becomes nearly uniform: $n_t\propto F'\propto x^{-1/(l+1)}$.

**The cathode end.** Here $n\propto1/F\propto x^{-l/(l+1)}$, so $n/n_t\propto x^{-(l-1)/(l+1)}$ diverges and the approximation must fail locally. Whether this matters depends on the size of the failing region, estimated below.

**Trap degeneracy.** If spin gives a filled trap a weight $g$ relative to an empty one, the exponential in its occupation is divided by $g$. This replaces $n$ by $gn$ in the occupation law. A given trapped charge then goes with a free density smaller by $g$, so the drift law's $J$ is divided by $g$. For $g=2$ it is halved; $g=1$ is used here.

## A low-k film in numbers

Consider a film like a porous organosilicate interlayer dielectric, with rough model parameters: $L=200$ nm, $V=5$ V, $T=300$ K, relative permittivity 2.8, $N_t=10^{18}$ cm$^{-3}$, $T_t=1500$ K, $N_c=2.5\times10^{19}$ cm$^{-3}$ and $\mu=10^{-6}$ cm$^2$/Vs. Thus $l=5$, $kT_t=0.129$ eV and $S=1.069$.

Filling all traps uniformly would give $F'=qN_t/\varepsilon$ and a voltage

$$V_{\rm fill}=\frac{qN_tL^2}{2\varepsilon}=129.3\ \text{V}.$$

Hence $r=\varepsilon V/(qN_tL^2)=V/(2V_{\rm fill})=0.0193$. The boxed law can be written

$$J=q\mu N_c\frac VL\left[\frac{lr}{S(l+1)}\right]^l\left[\frac{2l+1}{l+1}\right]^{l+1}.$$

The first factor is 1.00 A/cm$^2$, the second $(0.0151)^5\approx7.8\times10^{-10}$, and the third $(11/6)^6\approx38$. The result is $J=3.0\times10^{-8}$ A/cm$^2$ ($3.0\times10^{-4}$ A/m$^2$). Using a sharp Fermi step would multiply it by $S^5=1.40$.

The mean field is 0.25 MV/cm and the anode field 0.46 MV/cm. At the anode, $n=4.0\times10^{11}$ cm$^{-3}$ and $n_t=3.0\times10^{16}$ cm$^{-3}$. About 3% of the traps are filled, the quasi-Fermi depth is 0.46 eV, and $n/n_t\approx1.4\times10^{-5}$. Extrapolating the profile, $n=n_t$ at $x/L\approx(1.4\times10^{-5})^{3/2}\approx5\times10^{-8}$, far below an atomic distance. Within the drift model, the bad region is negligible.

A numerical integration of Poisson's equation with free charge and complete Fermi occupation, still without diffusion, gave a current 0.03% below the law. Changing voltage and thickness separately by a factor of two gave exponents 6.00 and $-11.00$. This confirms the algebra and the neglect of free charge, but not the neglect of diffusion.

## Restoring diffusion

With diffusion, the electron flux toward the anode is

$$\frac{J}{q}=\mu nF-\mu\frac{kT}{q}\frac{dn}{dx}.$$

It might seem enough that $V\gg kT/q$, which is 0.026 V here. The trapped charge reveals a larger scale. Consider zero bias between identical contacts. Then $n\propto e^{q\phi/kT}$, so $n_t\propto e^{q\phi/kT_t}$. Put $\phi_t=kT_t/q$, measure $y$ from the middle of the film, and let $\phi=0$ and $n_t=n_m$ there. Neglecting free charge,

$$\phi''=\frac{qn_m}{\varepsilon}e^{\phi/\phi_t}.$$

Try $\phi=-2\phi_t\ln\cos\kappa y$. Its second derivative is $2\phi_t\kappa^2\sec^2\kappa y$, while $e^{\phi/\phi_t}=\sec^2\kappa y$. The equation holds if $\kappa^2=qn_m/(2\varepsilon\phi_t)$. The density must remain finite up to $y=\pm L/2$, so $\kappa L/2<\pi/2$ and

$$n_m<\frac{2\pi^2\varepsilon\phi_t}{qL^2}.$$

Within this model, $n_m$ approaches the bound as the trapped density at the contacts grows without limit; a finite trap density keeps it somewhat lower. Contacts thus fill the film even without bias, with a charge whose voltage scale is $2\pi^2kT_t/q\approx2.6$ V. The drift law's anode density follows from $n_t(L)=\varepsilon F'(L)/q$:

$$n_t(L)=\frac{l(2l+1)}{(l+1)^2}\frac{\varepsilon V}{qL^2}.$$

At 5 V its coefficient times the voltage is $1.53\times5=7.6$ V. The equilibrium trapped density in mid-film is therefore at most about one third of the anode density given by the law, and about one quarter for the contacts used below. That is not small when the current depends on the fifth power of trapped density.

The full drift-diffusion problem was solved with identical contacts whose Fermi level lies 0.2 eV below the transport edge. At 5 V the current is $1.4\times10^{-7}$ A/cm$^2$, 4.6 times the drift law (6.4 times for a contact depth of 0.1 eV, 2.7 times for 0.3 eV). The current predicted by the law at 5 V already flows at 3.6 V. The local voltage exponent is 4.7 instead of 6. Reading it as $l+1$ would give $l\approx3.7$ and $T_t\approx1100$ K, although the model was built with 1500 K.

As a limit, diffusion was artificially reduced a hundredfold while trap statistics and contact density were held fixed. The voltage needed for the law's current then became 4.90 V, within 2% of 5 V. The drift result is thus recovered, but for the actual film at 5 V it is an order-of-magnitude estimate.

For the law to apply, it is necessary that

$$\frac{2\pi^2kT_t}{q}\ll V\ll V_{\rm fill}.$$

This is not sufficient, because the contact must also supply the current. With a contact Fermi depth of 0.2 eV, the supply $q\mu N_c(V/L)e^{-0.2\,\text{eV}/kT}$ equals the law's current at about 34 V, far below $V_{\rm fill}$. For the 200 nm film the drift-diffusion current is 2.1, 1.35, 0.62 and 0.16 times the law's at 10, 15, 25 and 40 V: it crosses the law without following it, and the mean exponent between these voltages stays below 5.

The left scale does not depend on thickness. At fixed mean field, a thicker film therefore suppresses the contact charge relative to the injected charge. The current approaches the law only slowly, however: for a film of 1000 nm at 25 V, the drift-diffusion current is still 2.4 times the law's. A thicker film also carries less current: at fixed $V/L$ the law gives $J\propto L^{-l}$, a factor of $5^5\approx3100$ less for a film five times thicker with $l=5$.

## Electrons already present

An ohmic current from a background density $n_0$ equals the law's current when $n_0=7.4\times10^{11}$ cm$^{-3}$, or a Fermi depth of 0.45 eV. Requiring a smaller $n_0$ is necessary but not sufficient. The background also occupies traps, with compensating positive charge, so only the excess trapped density enters Poisson's equation. By the occupation law,

$$\frac{n_{t0}}{n_t}=\left(\frac{n_0}{n}\right)^{1/l}.$$

To keep this ratio below 0.1 at $l=5$, one needs $n_0/n<10^{-5}$. The equilibrium Fermi level must lie deeper than the injected quasi-Fermi level by at least $kT_t\ln10=0.30$ eV. At the anode this means a depth of about 0.76 eV. Even at this limit the background raises the drift current by nearly half, because the current depends so steeply on the trapped charge; close agreement with the law needs a still deeper Fermi level.

## Temperature

At fixed $V$, $L$, $\mu$ and $N_c$, the main temperature dependence is $r^l=\exp[-(T_t/T)\ln(1/r)]$. Differentiating $\ln J$ with respect to $1/kT$, and noting that $1/kT=l/kT_t$, gives an apparent activation energy

$$E_a=-\frac{\partial\ln J}{\partial(1/kT)}=kT_t\left[\ln\frac{qN_tL^2}{\varepsilon V}-c(l)\right],$$

where $c(l)$ collects the derivatives of the remaining $l$-dependent factors. No single trap level is implied: $E_a$ falls by $kT_t$ whenever $V$ rises by a factor $e$.

At 398 K, $l=3.77$ and the drift law gives $1.5\times10^{-6}$ A/cm$^2$, 50 times the room-temperature value. The drift law's mean activation energy over this interval is 0.41 eV; with diffusion and the contacts used above it is about 0.37 eV. Full statistics without diffusion lower the hot current by 1%.

## Comparison with a real film

The thickness, permittivity and field are reasonable for a low-k test capacitor. The trap parameters and mobility are assumed and vary with material and processing. In the drift law $J\propto N_t^{-l}$, so doubling $N_t$ alone reduces the current 32-fold; with diffusion and the contacts used above, the reduction at 5 V is about 23-fold. The absolute current is therefore not a material prediction. The most doubtful assumption is the ohmic contact. Thermal injection at the mean field cannot exceed $q\mu N_c(V/L)e^{-\Phi/kT}$ for a barrier $\Phi$, if barrier lowering and tunnelling through the barrier are neglected. The law's current requires $\Phi\le0.45$ eV, the same number as the ohmic depth above because the two expressions coincide. This is only a necessary condition: with contacts at 0.45 eV the drift-diffusion current is 0.3 of the law's. Metal barriers on silica-like dielectrics can be well above this. With $\Phi=1$ eV the bound is about $5\times10^{-10}$ of the law's current, and the contact, not the trapped space charge, sets the current.

Field-assisted release is another concern. For a trap charged when empty, the energy $-q^2/(4\pi\varepsilon_{\rm opt}s)-qFs$ at distance $s$ has a maximum lowered by $q\sqrt{qF/(\pi\varepsilon_{\rm opt})}$. With an optical relative permittivity of 2, this is 0.27 eV at the mean field, more than half the quasi-Fermi depth. If capture does not rise along with emission, such traps hold fewer electrons than the present occupation law says. The neutral traps assumed here lack this Coulomb well.

They can still release electrons by thermal excitation followed by tunnelling. Integrating the Boltzmann factor times the triangular-barrier tunnelling factor, with the free-electron mass, gives an emission rate 5.7 times the purely thermal one at the drift-law anode field. The factor is sensitive to the mass: with half the free-electron mass it is about 11. Occupation remains unchanged if capture by the reverse path rises equally; that is an assumption. Breakdown is more distant: with or without diffusion, the anode field is about a tenth of a rough 5 MV/cm.

A straight line on a log-log current-voltage plot is therefore weak evidence for this mechanism. Under the law's conditions, the same $T_t$ must also account for the thickness exponent $-(2l+1)$ and for the change of slope with temperature, $l=T_t/T$. The numerical output lists the model parameters and the main computed results.

## Computed results

```
Thickness: 200 nm
Voltage: 5 V
Temperature: 300 K
Trap temperature: 1500 K
Trap energy scale kTt: 0.1293 eV
Ratio l: 5
Relative permittivity: 2.8
Total trap density: 1e+18 cm^-3
Band density: 2.5e+19 cm^-3
Mobility: 1e-06 cm2/Vs
Fermi factor S: 1.069
Sharp-step current / law: 1.396
Current from law: 2.964e-08 A/cm2
Current, full statistics, no diffusion: 2.963e-08 A/cm2
Full statistics / law: 0.999668
Voltage exponent, numerical: 5.9996
Thickness exponent, numerical: -10.9995
Voltage exponent for l=0.5: 2.0002
Mean field: 0.25 MV/cm
Anode field: 0.4583 MV/cm
Free density at anode: 4.036e+11 cm^-3
Trapped density at anode: 2.955e+16 cm^-3
Filled trap fraction at anode: 0.02955
Quasi-Fermi depth at anode: 0.4638 eV
Trap-filling voltage scale: 129.3 V
Free density for equal ohmic current: 7.4e+11 cm^-3
Fermi depth for equal ohmic current: 0.4482 eV
Contact Fermi depth: 0.2 eV
Voltage with diffusion at law current: 3.578 V
Same, diffusion reduced 100 times: 4.904 V
Current with diffusion at set voltage: 1.36e-07 A/cm2
Current with diffusion / law: 4.59
Local voltage exponent with diffusion: 4.677
Largest barrier supplying law current: 0.4482 eV
Hot temperature: 398 K
Ratio l when hot: 3.769
Hot current from law: 1.478e-06 A/cm2
Hot full statistics / law: 0.9904
Hot / room-temperature current: 49.85
Mean activation energy: 0.4104 eV
Assumed optical permittivity ratio: 2
Poole-Frenkel lowering at mean field: 0.2683 eV
Tunnelling emission factor at anode: 5.708
Rough breakdown field: 5 MV/cm
Anode field / breakdown field: 0.09166
Current factor for trap degeneracy 2: 0.5
```
